# Energy-loss distribution of ions in a thin hard-sphere layer

**Setting.** An ion of mass $M_1$ and energy $E$ enters a layer of stationary atoms of mass $M_2$. The atoms have number density $N$ and independent random positions. Ion and atom collide elastically as hard spheres whose centres are a distance $R$ apart at contact, so the cross-section is $\sigma=\pi R^2$. The path length in the layer is $x$. Define

$$\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},\qquad T_m=\gamma E,\qquad m=N\sigma x,\qquad u=\frac{Q}{T_m},$$

where $Q$ is the total energy given to atoms. In parts (a) to (e) the thin-layer model is used: $\sigma$ and $T_m$ keep their entry values throughout the layer. Part (f) examines what this model leaves out.

## (a) One collision

**Question.** Find the distribution of the energy $T$ transferred in one collision.

**Answer.** Smooth spheres exchange an impulse $J$ along the line of centres, which makes an angle $\alpha$ with the ion velocity $v$. The atom receives momentum $J$, and the ion loses it. Energy conservation reads

$$\frac{M_1v^2}{2}=\frac{M_1v^2}{2}-Jv\cos\alpha+\frac{J^2}{2M_1}+\frac{J^2}{2M_2}.$$

The root $J=0$ means no collision. The other root is

$$J=\frac{2M_1M_2}{M_1+M_2}\,v\cos\alpha .$$

Therefore

$$T=\frac{J^2}{2M_2}=\frac{2M_1^2M_2v^2}{(M_1+M_2)^2}\cos^2\alpha=\gamma E\cos^2\alpha .$$

For impact parameter $b$, contact geometry gives $\sin\alpha=b/R$, so

$$T=T_m\left(1-\frac{b^2}{R^2}\right).$$

The ion strikes the disc of area $\pi R^2$ uniformly. The fraction of hits inside radius $b$ is $b^2/R^2$, so $b^2/R^2$ is uniform on $(0,1)$. Hence $T/T_m$ is also uniform on $(0,1)$.

## (b) The number of collisions

**Question.** Find the probability $p_n$ of $n$ collisions, and the probability of no loss.

**Answer.** Take a large layer area $A$ containing $K=NAx$ atoms. Each is struck with probability $\sigma/A=m/K$, independently of the others. Thus

$$p_n=\lim_{K\to\infty}\binom{K}{n}\left(\frac mK\right)^n\left(1-\frac mK\right)^{K-n}=e^{-m}\frac{m^n}{n!},$$

because $\binom Kn K^{-n}\to1/n!$ and $(1-m/K)^{K-n}\to e^{-m}$ at fixed $n$.

An ion with no collision loses nothing. The distribution therefore contains the spike $e^{-m}\delta(u)$, whose area is $e^{-m}$.

## (c) The complete distribution

**Question.** Derive the density of $u$, and evaluate its continuous part at $u=1.5$ for $m=2$.

**Answer.** After $n$ collisions, $u$ is the sum of $n$ independent variables uniform on $(0,1)$. The Laplace transform of one such variable's density is

$$\phi(s)=\int_0^1e^{-su}\,du=\frac{1-e^{-s}}{s}.$$

Independence turns the sum into a product of transforms, and the binomial theorem gives

$$\phi(s)^n=\sum_{k=0}^n(-1)^k\binom nk e^{-ks}s^{-n}.$$

The inverse transform of $s^{-n}$ is $u^{n-1}/(n-1)!$ for $u>0$, and the factor $e^{-ks}$ shifts it to start at $u=k$. The result is the Irwin–Hall density

$$f_n(u)=\frac1{(n-1)!}\sum_{k=0}^{\min(n,\lfloor u\rfloor)}(-1)^k\binom nk(u-k)^{n-1},$$

for $u>0$ away from the break points. Weighting each case by its probability gives

$$\boxed{P(u)=e^{-m}\delta(u)+\sum_{n=1}^{\infty}e^{-m}\frac{m^n}{n!}f_n(u)} .$$

The density per unit energy is $P(Q/T_m)/T_m$. The total area is $\sum_{n\ge0}p_n=1$, since every $f_n$ has unit area.

At $u=1.5$ a single collision cannot contribute, so $f_1=0$. The next terms are

$$f_2=1.5-2(0.5)=0.5,\qquad f_3=\frac{1.5^2-3(0.5)^2}{2}=0.75,$$

$$f_4=\frac{1.5^3-4(0.5)^3}{6}=0.4792,\qquad f_5=\frac{1.5^4-5(0.5)^4}{24}=0.1979 .$$

For $m=2$, the weights $p_2,\ldots,p_5$ are 0.2707, 0.1804, 0.0902 and 0.0361. The four contributions are

$$0.1353+0.1353+0.0432+0.0071=0.3209 .$$

Without rounding, these four terms give 0.3210. The terms with $n\ge6$ add 0.0008, and the full sum is 0.3218.

## (d) Closed form and plot

**Question.** Sum over $n$, identify the breaks in the curve, and plot the distribution for $m=2$.

**Answer.** The transform of $P$ is

$$\sum_{n\ge0}p_n\phi^n=\exp\left[-m+m\frac{1-e^{-s}}s\right]
=e^{-m}\sum_{k\ge0}\frac{(-m)^k}{k!}e^{-ks}\,s^{-k}e^{m/s}.$$

Only the factor $\exp(-me^{-s}/s)$ has been expanded in the last form. For $k\ge1$, expand $e^{m/s}$ and invert term by term, with $y$ as the variable:

$$s^{-k}e^{m/s}\;\longrightarrow\;\sum_{j\ge0}\frac{m^jy^{j+k-1}}{j!(j+k-1)!}
=\left(\frac ym\right)^{(k-1)/2}I_{k-1}(2\sqrt{my}).$$

The last equality is the power series of the modified Bessel function. For $k=0$, the constant term of $e^{m/s}$ gives $\delta(y)$, and the remaining terms give $\sqrt{m/y}\,I_1(2\sqrt{my})$. Setting $y=u-k$ restores the shifts. For $u>0$, the continuous part is therefore

$$g(u)=e^{-m}\left[\sqrt{\frac mu}I_1(2\sqrt{mu})+\sum_{k=1}^{\lfloor u\rfloor}\frac{(-m)^k}{k!}\left(\frac{u-k}{m}\right)^{(k-1)/2}I_{k-1}\!\left(2\sqrt{m(u-k)}\right)\right].$$

Three features follow.

- On $0<u<1$, $g=e^{-m}\sum_{j\ge1}m^ju^{j-1}/[j!(j-1)!]$. It starts at $me^{-m}$ and rises, because no coefficient is negative.
- At $u=1$, the $k=1$ term enters with value $-me^{-m}I_0(0)$. The curve drops by $me^{-m}$, because one collision cannot transfer more than $T_m$. Since $I_0(2\sqrt{my})=1+my+\dots$, the slope also falls there, by $m^2e^{-m}$.
- At $u=2$, the $k=2$ term starts as $e^{-m}(m^2/2)(u-2)$. The curve is continuous, but its slope rises by $m^2e^{-m}/2$. This is the end of the two-collision triangle.

For $m=2$, the drop and the slope rise have the same numerical value, 0.2707, because $m=m^2/2$. Draw the spike as an arrow at $u=0$ labelled with its area, 0.135, and draw the continuous curve through these points:

| $u$ | $g(u)$ |
|---|---|
| $0^+$ | 0.271 |
| 0.5 | 0.431 |
| $1^-$ | 0.648 |
| $1^+$ | 0.378 |
| 1.5 | 0.322 |
| 2 | 0.170 |
| 2.5 | 0.094 |
| 3 | 0.040 |
| 4 | 0.006 |

The numerical output draws the continuous part on a finer grid, with $u$ running down the page. The spike is listed separately there, since an area cannot be drawn as a height on the same scale.

## (e) Moments and limits

**Question.** Find the cumulants of $u$. Discuss small and large $m$, and assess a Gaussian approximation at $m=2$.

**Answer.** The logarithm of the transform is

$$m[\phi(s)-1]=m\sum_{j\ge1}\frac{(-s)^j}{j!\,(j+1)} .$$

The coefficient of $(-s)^j/j!$ is the $j$-th cumulant, so $\kappa_j=m/(j+1)$. The mean is $m/2$, the variance is $m/3$, and the skewness is

$$\frac{m/4}{(m/3)^{3/2}}=\frac{3\sqrt3}{4\sqrt m}.$$

For $m\ll1$, to first order, the distribution is a spike of area $1-m$ plus a flat box of height $m$ on $0<u<1$. For $m\gg1$, the scaled cumulants $\kappa_j/\kappa_2^{j/2}$ vary as $m^{1-j/2}$. They vanish for $j\ge3$, so the standardized distribution tends to a Gaussian. This limit belongs to the constant-energy model, which describes a real layer only if the mean fractional loss $m\gamma/2$ is small.

At $m=2$ the mean is 1, the standard deviation is $\sqrt{2/3}=0.8165$ and the skewness is 0.919. A Gaussian with this mean and standard deviation assigns probability 0.110 to negative loss, which is impossible here. It also has neither the spike nor the drop at $u=1$.

## (f) Gold ions in a carbon film

**Question.** Apply the result to 20 keV gold ions in amorphous carbon of density 2.0 g/cm³, with $m=2$. Choose $R$ as the head-on closest approach in the universal Ziegler–Biersack–Littmark (ZBL) potential. Assess the neglected effects.

**Answer.** The potential is the Coulomb repulsion of the nuclei multiplied by the screening function

$$\Phi(z)=0.18175e^{-3.1998z}+0.50986e^{-0.94229z}+0.28022e^{-0.4029z}+0.02817e^{-0.20162z},$$

where $z=r/a$, $a=0.8854a_0/(Z_1^{0.23}+Z_2^{0.23})$ and $a_0$ is the Bohr radius. In a head-on collision, the ion and the atom stop approaching when the potential equals the centre-of-mass energy $EM_2/(M_1+M_2)=1.149$ keV. This gives $R=0.0454$ nm and $\sigma=0.00647$ nm². With $N=100.3$ nm⁻³,

$$x=\frac{m}{N\sigma}=\frac{2}{100.3\times0.00647}\ \text{nm}=3.08\ \text{nm}.$$

Since $\gamma=0.2167$, $T_m=0.2167\times20=4.33$ keV. The mean loss is also 4.33 keV, because $m/2=1$, and the standard deviation is $0.8165\,T_m=3.54$ keV.

**Falling energy.** If $\sigma$ is held fixed but each collision removes a fraction $\gamma U$ of the current energy, with $U$ uniform on $(0,1)$, the mean factor per collision is $q_1=1-\gamma/2$. The mean squared factor is $q_2=1-\gamma+\gamma^2/3$. Since $\sum_np_nq^n=e^{-m(1-q)}$, the remaining energy $E'$ obeys

$$\langle E'\rangle=Ee^{-m\gamma/2},\qquad \langle E'^2\rangle=E^2e^{m(-\gamma+\gamma^2/3)} .$$

The mean loss becomes $0.195E$ instead of $0.217E$, and the standard deviation $0.144E$ instead of $0.177E$. Relative to these falling-energy values, the thin-layer model is high by about 11% and 23%. It even gives probability $7\times10^{-4}$ to losses above $E$. Separately, the closest-approach rule makes $\sigma$ 18.5% larger at the model's mean exit energy, which increases the collision rate along the path. The mean loss per unit path is proportional to $\sigma E$, which at that energy is $1.185\times0.783=0.93$ of its entry value rather than 0.78. The growth of $\sigma$ therefore offsets much of the correction to the mean, and the 11% and 23% hold only at fixed $\sigma$. A simulation that resets $\sigma$ by this rule after each collision gives a mean loss of $0.209E$ and a standard deviation of $0.158E$, so the thin-layer model is then high by about 4% and 12%.

**Other losses and geometry.** The Lindhard–Scharff electronic stopping cross-section is

$$S_e=8\pi\frac{e^2}{4\pi\varepsilon_0}a_0\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac v{v_0},$$

with $v_0$ the Bohr velocity. It gives a loss $NxS_e=0.37$ keV, about 8.5% of the hard-sphere mean nuclear loss, or 6.5% of the soft-potential value found below. This is a rough estimate: the Firsov model gives 0.5 to 0.9 keV for the same film, depending on whether it is evaluated at the closest approach or at the impact parameter. Deflection is small: for hard spheres the mean direction cosine falls from 1 to 0.9975 along the path, so mean depth and path length differ by less than 0.3%. For $M_1\gg M_2$ one collision lowers the cosine by about $2(M_2/M_1)^2\,\tau(1-\tau)$, with $\tau=T/T_m$. The soft-potential moments given below make this effect about twice as large, which brings the difference close to 0.3%.

Atomic order would alter the counting. With one atom per area $N^{-2/3}$ in each atomic layer, the hit chance is $p=\sigma N^{2/3}=0.14$. If at most one hit occurs per layer, its loss variance in units of $T_m^2$ is $p/3-p^2/4$ instead of $p/3$. The relative reduction is $3p/4$, or 10.5%. The same relative reduction holds for the whole film if hits in different layers are independent. This estimate, labelled "fully ordered" in the output, therefore assumes order within each layer but random offsets between layers. It describes neither a perfect crystal nor amorphous carbon. The 10.5% is a hard-sphere figure; for the soft potential used below, the same counting lowers the variance by about 20%.

**The real case.** The density is a rough value for amorphous carbon. Of the effects estimated here, replacing the hard spheres by a soft potential changes the mean loss and the zero-loss spike most, while the falling energy at fixed $\sigma$ changes the width more; the effects were estimated one at a time, not combined. Classical binary scattering in the ZBL potential, at the same entry energy and film thickness, gives 1.31 times the hard-sphere mean loss and 0.86 times its variance. Collisions with $b>R$, which hard spheres omit, contribute 1.59 keV to the mean. These integrals run to $b=0.5$ nm, beyond the mean atomic spacing $N^{-1/3}=0.215$ nm, where collisions are no longer binary, so their last digits should not be taken as properties of the film. A cutoff at 0.11 to 0.12 nm lowers the mean ratio to 1.30 and the $b>R$ part to 1.53–1.56 keV, and leaves the variance ratio unchanged. The screening function also matters: the Molière and Kr–C forms give $R=0.0467$ and $0.0440$ nm, $x=2.91$ and $3.28$ nm for $m=2$, and mean ratios of 1.35 and 1.30.

The effect on the spike is larger still. The soft potential produces on average 8.05 collisions with $T>0.01T_m$, so for independent random positions the chance of having none is $e^{-8.05}\approx3\times10^{-4}$, compared with the hard-sphere spike of 0.135. This number depends on the threshold and on the counting: the chance per atomic layer is $0.14\times8.05/2=0.56$, and the ordered-layer counting above, over 14.3 layers, gives about $7\times10^{-6}$. The sharp zero-loss peak is therefore a property of the hard-sphere model and should not be expected as a line of that strength in a measured spectrum of this film.

## Computed results

```
Au ion energy 20.0 keV; masses 196.967, 12.011 u
carbon density 2.0 g/cm3 = 100.3 atoms/nm3
gamma 0.2167; maximum single loss Tm 4.334 keV
centre-of-mass energy 1.149 keV
contact distance R 0.0454 nm; sigma 0.00647 nm2
mean collisions m 2.0; layer thickness 3.08 nm
Poisson weights n=0..5: 0.1353 0.2707 0.2707 0.1804 0.0902 0.0361
f_n(1.5) for n=1..5: 0.0000 0.5000 0.7500 0.4792 0.1979
weighted terms n=1..5: 0.0000 0.1353 0.1353 0.0432 0.0071
full density at u=1.5: 0.3218
weight beyond n=10: 8.3e-06
spike at u=0: probability 0.1353
u, density per unit u, plot (one # = 0.02)
  0+ 0.2707 ##############
0.25 0.3442 #################
0.50 0.4305 ######################
0.75 0.5313 ###########################
  1- 0.6482 ################################
  1+ 0.3775 ###################
1.25 0.3595 ##################
1.50 0.3218 ################
1.75 0.2603 #############
2.00 0.1698 ########
2.25 0.1307 #######
2.50 0.0935 #####
2.75 0.0618 ###
3.00 0.0399 ##
3.25 0.0263 #
3.50 0.0164 #
3.75 0.0100 
4.00 0.0060 
drop at u=1: 0.2707; slope rise at u=2: 0.2707
mean loss 1.000 Tm = 4.334 keV
standard deviation 0.8165 Tm = 3.538 keV
median 0.8779 Tm; skewness 0.9186
probability u>2: 0.1187
Gaussian probability of negative loss: 0.1103
Neglected effects
mean loss / E: constant energy 0.2167, falling 0.1948
std dev / E: constant energy 0.1769, falling 0.1436
model probability of loss above E: 6.9e-04
sigma growth at mean exit energy: 18.5 %
electronic loss in layer: 0.368 keV
mean exit direction cosine: 0.99752
hit chance per atomic layer: 0.140
variance cut if fully ordered: 10.5 %
soft/hard mean loss: 1.308
soft/hard variance: 0.861
soft loss from b>R in layer: 1.586 keV
soft collisions with T>0.01 Tm: 8.05
chance of none of these: 3.2e-04
```
